\section*{Critical-Point Line Shapes and Their Rotation by Electron-Hole Attraction}

\section{What a fixed line shape gets wrong}

An absorption spectrum of a solid shows steps, kinks and peaks, and one wants to read transition energies from them. Suppose every structure is taken for a square-root threshold. A saddle point of the interband energy then has no place in the fit: with one negative mass, for instance, its absorption rises steeply to a kink and is nearly flat beyond it. Suppose next that saddle points are included, but without interaction between electron and hole. The fit then fails at a peak that drops steeply on both sides, because the square-root term of an isolated saddle point of independent particles changes the absorption on one side only. In both cases $E_0$ and the broadening must absorb an error that belongs to the shape.

One complex function repairs both faults. In three dimensions all four nondegenerate critical points give $(\omega-E_0+i\Gamma)^{1/2}$ times a phase factor, and each negative mass advances the phase by $\pi/2$. A short-range attraction changes the phase, provided that there are pair states at $E_0$ which the attraction couples. When these states carry the same dipole, the phase is turned further in the same direction.

\section{Response function and conventions}

We use Hartree atomic units, $\hbar=1$, and the time factor $e^{-izt}$ with $z=\omega+i\Gamma$, $\Gamma>0$. Here $\omega$ is the photon energy and $\Gamma$ a uniform broadening. Let $E_{\mathbf k}>0$ be the energy of a vertical transition and $d$ its dipole element along the field, taken independent of $\mathbf k$. Local-field corrections are neglected.

To first order in a field $\mathcal E_0e^{-izt}+\text{c.c.}$, the amplitude $c$ of the excited state obeys $i\dot c=E_{\mathbf k}c-d\,\mathcal E(t)$, so that
\begin{equation}
c=\frac{d\,\mathcal E_0e^{-izt}}{E_{\mathbf k}-z}+\frac{d\,\mathcal E_0^*e^{iz^*t}}{E_{\mathbf k}+z^*}.
\end{equation}
The induced dipole is $d^*c+\text{c.c.}$ Its part proportional to $\mathcal E_0e^{-izt}$ comes from the first term of $c$ and the conjugate of the second, which gives the polarizability $|d|^2[1/(E_{\mathbf k}-z)+1/(E_{\mathbf k}+z)]$. We average over the zone, multiply by 2 for spin, divide by the cell volume $\Omega$, and use $\varepsilon=1+4\pi\times(\text{polarizability per volume})$:
\begin{equation}
\varepsilon=1+F\,[G(z)+G(-z)],\quad F=\frac{8\pi|d|^2}{\Omega},\quad
G(z)=\Big\langle\frac1{E_{\mathbf k}-z}\Big\rangle ,
\label{eps}
\end{equation}
where $\langle f\rangle=\Omega\int d^3k\,f/(2\pi)^3$ over the zone. For $\omega>0$ the argument $-z$ lies below all transition energies, so $G(-z)$ is analytic near $E_0$ and every singularity sits in $G(z)$. Moreover
\begin{equation}
\operatorname{Im}\frac1{E_{\mathbf k}-z}=\frac{\Gamma}{(E_{\mathbf k}-\omega)^2+\Gamma^2}
\;\xrightarrow{\Gamma\to0}\;\pi\delta(E_{\mathbf k}-\omega),
\label{jdos}
\end{equation}
hence $\operatorname{Im}G=\pi J$, with $J$ the joint density of states per cell and spin. Absorption means positive $\operatorname{Im}\varepsilon$.

\section{The power law and its phase}

Near a nondegenerate critical point choose principal axes and write
\begin{equation}
E_{\mathbf k}=E_0+\sum_{i=1}^3\frac{s_ik_i^2}{2\mu_i}+\dots,\qquad \mu_i>0,\quad s_i=\pm1 .
\end{equation}
The point is called M$_j$ if $j$ of the signs are negative: M$_0$ is a minimum, M$_1$ and M$_2$ are saddle points, M$_3$ is a maximum.

\subsection{Going over to time}

Since $\operatorname{Im}z>0$, the upper limit contributes nothing to
\begin{equation}
i\int_0^\infty e^{i(z-E_{\mathbf k})t}dt=i\,\frac{0-1}{i(z-E_{\mathbf k})}=\frac1{E_{\mathbf k}-z}.
\end{equation}
Therefore $G(z)=i\int_0^\infty e^{izt}D(t)\,dt$ with $D(t)=\langle e^{-iE_{\mathbf k}t}\rangle$. The part from $0$ to a finite time $T$ is an integral of an entire function over a finite range, and so is analytic in $z$. A singularity must come from the long-time tail.

At long times the phase $E_{\mathbf k}t$ oscillates rapidly in $\mathbf k$, and for a smooth band the power-law tails come from the stationary points. A stationary point at another energy $E'$ gives a tail $e^{-iE't}$, which is singular at $z=E'$ and analytic at $E_0$. For the point at $E_0$ each axis contributes a Gaussian integral. With $\int e^{-\alpha k^2}dk=\sqrt{\pi/\alpha}$ and $\alpha=is_it/2\mu_i$, approached from positive real part,
\begin{equation}
\int\frac{dk_i}{2\pi}\,e^{-is_ik_i^2t/2\mu_i}=\Big(\frac{\mu_i}{2\pi t}\Big)^{1/2}e^{-is_i\pi/4}.
\end{equation}
Changing $s_i$ from $+1$ to $-1$ changes the phase from $-\pi/4$ to $+\pi/4$, which is a factor $i$. This is the origin of the quarter turn. With $\sum_i s_i=3-2j$ the three axes give
\begin{equation}
D(t)\to\Omega(\mu_1\mu_2\mu_3)^{1/2}\,\frac{i^{\,j}e^{-3i\pi/4}}{(2\pi t)^{3/2}}\,e^{-iE_0t}.
\label{tail}
\end{equation}

\subsection{Going back to energy}

Let $w=z-E_0$. We need the singular part of $\int_T^\infty t^{-3/2}e^{iwt}dt$. Integration by parts gives
\begin{equation}
\int_T^\infty\! t^{-3/2}e^{iwt}dt=\frac{2e^{iwT}}{\sqrt T}
+2iw\Big[\int_0^\infty\!-\int_0^T\Big]t^{-1/2}e^{iwt}dt .
\end{equation}
The boundary term and the integral up to $T$ are analytic in $w$. The remaining integral is $\sqrt\pi\,(-iw)^{-1/2}=\sqrt\pi\,e^{i\pi/4}w^{-1/2}$, where $0<\arg w<\pi$ fixes the principal branch. Because $i\,e^{i\pi/4}=e^{3i\pi/4}$, the singular part is $2\sqrt\pi\,e^{3i\pi/4}w^{1/2}$. Its phase cancels the $e^{-3i\pi/4}$ of \eqref{tail}. With the prefactor $i$ of the time representation and $2\sqrt\pi/(2\pi)^{3/2}=1/(\sqrt2\,\pi)$,
\begin{equation}
\boxed{G=B+S+Rw+\dots,\quad S=A\,i^{\,j+1}w^{1/2},\quad A=\frac{\Omega(\mu_1\mu_2\mu_3)^{1/2}}{\sqrt2\,\pi}}
\label{law}
\end{equation}
Here $B=G(E_0)$ and $R$ are complex constants of the analytic part, to which the whole zone contributes. Equivalent points add their amplitudes. Corrections to \eqref{tail} are smaller by powers of $1/t$, and the same integration by parts turns them into $w^{3/2}$ and higher half-integer powers.

The amplitude can be checked by counting states at M$_0$. The ellipsoid of energy below $E_0+x$ has $k$-space volume $V=\frac{4\pi}3(2x)^{3/2}(\mu_1\mu_2\mu_3)^{1/2}$, so
\begin{equation}
\pi J=\frac{\pi\Omega}{(2\pi)^3}\frac{dV}{dx}
=\frac{\pi\Omega}{8\pi^3}\,4\sqrt2\,\pi\,(\mu_1\mu_2\mu_3)^{1/2}\sqrt x=A\sqrt x ,
\end{equation}
in agreement with $\operatorname{Im}S$ for $j=0$.

\subsection{Reading the four shapes}

Let $\Gamma\to0$ and $x=\omega-E_0$. Then $w^{1/2}=\sqrt x$ above $E_0$ and $w^{1/2}=i\sqrt{|x|}$ below. Multiplication by $i^{\,j+1}$ gives $S/A$:
\begin{center}
\begin{tabular}{lcc}
 & below $E_0$ & above $E_0$\\
M$_0$ & $-\sqrt{|x|}$ & $i\sqrt x$\\
M$_1$ & $-i\sqrt{|x|}$ & $-\sqrt x$\\
M$_2$ & $\sqrt{|x|}$ & $-i\sqrt x$\\
M$_3$ & $i\sqrt{|x|}$ & $\sqrt x$
\end{tabular}
\end{center}
Imaginary entries are absorption, real entries dispersion. At M$_1$ the absorption climbs to its value at $E_0$ and the square root then disappears from it; at M$_2$ it is flat up to $E_0$ and falls beyond. A quarter turn exchanges, up to a sign, the roles of absorption and dispersion. The four absorption shapes all differ, and the dispersion gives a second check of the type.

A fit may be written as $\varepsilon=C-|A'|e^{i\varphi}w^{1/2}$. Comparison with \eqref{law} requires $-e^{i\varphi}=i^{\,j+1}$, so $\varphi=(j-1)\pi/2$: the values are $-\pi/2$, $0$, $\pi/2$, $\pi$ for M$_0$ to M$_3$.

The law is local. It needs $|w|$ small compared with the distance to the next critical energy, so $\Gamma$ must be small on that scale too. If one inverse mass vanishes, the Gaussian integral on that axis is no longer valid and the exponent changes.

\section{A band with all four types}

Take a simple cubic lattice with
\begin{equation}
E_{\mathbf k}=E_c-b\sum_i\cos k_ia,\qquad E_c=0.20,\quad b=0.03\ \text{hartree},
\end{equation}
$a=10$ bohr and $d=2\,e\,$bohr. Each $k_ia$ is $0$ or $\pi$ at a stationary point. Around $0$ the energy grows as $+ba^2q^2/2$, around $\pi$ it falls as $-ba^2q^2/2$; hence $\mu=1/(ba^2)=0.333$ electron masses. With $j$ components at $\pi$ the energy is $E_0=E_c+(2j-3)b$, and there are 1, 3, 3, 1 such points. The critical energies are 0.11, 0.17, 0.23 and 0.29 hartree; M$_1$ lies at 4.63 eV.

Since $\Omega=a^3$, the amplitude per point is
\begin{equation}
A=\frac{a^3(ba^2)^{-3/2}}{\sqrt2\,\pi}=\frac{b^{-3/2}}{\sqrt2\,\pi}=43.3\ \text{hartree}^{-3/2},
\end{equation}
and three times as much, 130, at M$_1$ and M$_2$. Zone sums at several values of $w=i\Gamma$ allow the singular term to be separated from the analytic ones. They give the exponent 0.499 at all four points, amplitudes 43.3 and 130.0, and phases $90.0^\circ$, $180.0^\circ$, $270.0^\circ$, $360.0^\circ$. A second test used unequal widths along the three axes, which separates all eight critical points. The largest deviation of the complex amplitude was 0.9 percent of the predicted amplitude.

\section{Adding a contact attraction}

Light creates an electron-hole pair of zero total momentum. Let $|\mathbf k\rangle$ be its states in a crystal of $N$ cells, and let
\begin{equation}
|0\rangle=N^{-1/2}\sum_{\mathbf k}|\mathbf k\rangle
\end{equation}
be the pair with both particles in the same cell. A $\mathbf k$-independent dipole creates the state $\sqrt N\,d\,|0\rangle$. Without interaction, $\langle0|(H_0-z)^{-1}|0\rangle=N^{-1}\sum_{\mathbf k}(E_{\mathbf k}-z)^{-1}=G$.

Now let the particles attract when they share a cell: $H=H_0-g|0\rangle\langle0|$, where $g>0$ is the net attraction in the optically active spin channel. Pair creation and pair annihilation amplitudes are not coupled to each other. From $(H_0-z)(H-z)^{-1}=1+g|0\rangle\langle0|(H-z)^{-1}$ we obtain, on multiplying by $(H_0-z)^{-1}$ and taking the $\langle0|\dots|0\rangle$ element,
\begin{equation}
\chi=G+gG\chi\quad\Rightarrow\quad\chi=\frac{G}{1-gG},
\label{contact}
\end{equation}
and $\chi$ replaces $G$ in \eqref{eps}. A direct solution of the full pair matrix on a small $\mathbf k$ grid confirmed \eqref{contact}.

\subsection{The rotated phase}

As a function of $G$, $\chi$ has first derivative $(1-gG)^{-2}$ and second derivative $2g(1-gG)^{-3}$. Inserting \eqref{law},
\begin{equation}
\chi=\frac{B}{1-gB}+\frac{S+Rw}{(1-gB)^2}+\frac{gS^2}{(1-gB)^3}+O(w^{3/2}).
\label{expand}
\end{equation}
The quadratic term is harmless for the phase: $S^2=(-1)^{j+1}A^2w$ is analytic. The leading singularity keeps its exponent and is multiplied by $(1-gB)^{-2}$. One factor $(1-gB)^{-1}$ sums the repeated contacts before the pair propagates through the critical region, the other those after it.

Write $B=B'+iB''$, where $B''=\pi J(E_0)\ge0$ by \eqref{jdos}. Then
\begin{equation}
\frac1{(1-gB)^2}=\frac{e^{i\theta}}{|1-gB|^2},\qquad
\boxed{\tan\frac\theta2=\frac{gB''}{1-gB'}}\qquad(1-gB'>0),
\label{theta}
\end{equation}
because $1-gB=(1-gB')-igB''$ has the argument $-\theta/2$. Finally, $e^{i\theta}=\cos\theta+i\sin\theta$ gives
\begin{equation}
e^{i\theta}i^{\,j+1}=\cos\theta\;i^{\,j+1}+\sin\theta\;i^{\,j+2}.
\label{mix}
\end{equation}
The intermediate phase is thus a mixture, with real weights, of the M$_j$ and M$_{j+1}$ shapes at the same $E_0$. Both weights are positive for $0<\theta<\pi/2$, that is, for
\begin{equation}
0<gB''<1-gB'.
\label{cond}
\end{equation}

\subsection{The saddle point becomes a peak}

For M$_1$ multiply the table entries by $e^{i\theta}$. The imaginary parts are $-\cos\theta\sqrt{|x|}$ below $E_0$ and $-\sin\theta\sqrt x$ above. Under condition \eqref{cond} the absorption falls on both sides. For $\Gamma\to0$ the square roots outweigh the linear terms close to $E_0$, so the kink has become a cusp-like maximum.

In the cubic band with $g=0.01$ hartree (0.27 eV), M$_1$ has $B=21.43+30.31\,i$ hartree$^{-1}$. Counting states in a window of width $0.1b$ above $E_0$ gives $\pi J=30.5$ hartree$^{-1}$ with 150 points per axis, within 1 percent of $B''$; on finer grids the count falls by about 0.2 to 30.3 hartree$^{-1}$. Then
\begin{equation}
\tan\frac\theta2=\frac{0.3031}{1-0.2143}=0.386,\qquad\theta=42.2^\circ,
\end{equation}
and the amplitude factor is $1/(0.7857^2+0.3031^2)=1.41$. The zone sum also gives $42.2^\circ$. The weights in \eqref{mix} are 0.74 of M$_1$ and 0.67 of M$_2$.

The spectrum shows the change. With $\Gamma=0.0003$ hartree, $\operatorname{Im}\varepsilon$ at 0.003 hartree below M$_1$, at M$_1$, and 0.003 hartree above it is
\begin{center}
\begin{tabular}{lccc}
 & below & at & above\\
$g=0$ & 2.35 & 2.89 & 3.00\\
$g=0.01$ hartree & 3.44 & 3.99 & 3.67
\end{tabular}
\end{center}
Without attraction the values rise throughout; the last small rise is the broadened kink. With attraction the middle value is the largest.

The two drops, 0.54 below and 0.32 above, can be traced. The singular term in $\varepsilon$ is $F\cdot130\cdot1.41\,e^{i\theta}(-w^{1/2})$ with $F=0.1005$ hartree. At $w=i\Gamma$ its imaginary part is $-0.32$; at the lower and upper energies it is $-0.78$ and $-0.72$. Alone it would give drops of 0.46 and 0.40. The quadratic term of \eqref{expand} adds a slope: for $x=0.003$ hartree,
\begin{equation}
F\operatorname{Im}\frac{gA^2x}{(1-gB)^3}\approx0.085\,\sin63.3^\circ\approx0.08,
\end{equation}
with $A=130$ hartree$^{-3/2}$. It has the opposite sign below $E_0$, so the drops become roughly 0.54 and 0.32. This estimate leaves out the term with $R$ and the higher half-integer powers, which are smaller and partly cancel, so the agreement in the second decimal is partly accidental. The asymmetry of the peak is therefore mostly an analytic slope and should not be read as phase. A fit over such a range needs a linear background term.

\section{Limits and failures}

\subsection{Isolated edges do not rotate}

At the lowest M$_0$ edge there are no states at $E_0$, so $B''=0$ and $\theta=0$. In the example $B=16.85$ hartree$^{-1}$, and the attraction multiplies the amplitude by $1/(1-0.1685)^2=1.45$ without turning the phase. At the top edge M$_3$, $B=-16.85$ hartree$^{-1}$ and the factor is $1/1.1685^2=0.73$: attraction moves strength from the top of the band towards the bottom. The zone sums gave turns of $0.01^\circ$ at both edges, which is numerical error.

Below the band $G$ is real and increases with $\omega$, since $dG/d\omega=\langle(E_{\mathbf k}-\omega)^{-2}\rangle>0$. A bound state, $gG=1$, therefore appears below M$_0$ when $g>1/16.85=0.059$ hartree. Near that value $1-gB$ is small, and \eqref{expand}, which requires $|gS|\ll|1-gB|$, holds in a vanishing range of $w$.

\subsection{An edge above a continuum}

Add a second set of pair states with the same band shape and dipole, shifted down by $3b$, so that the M$_0$ edge lies at its centre. Let the contact attraction act with equal strength within and between the sets. Replacing $|0\rangle$ by the sum $|0,1\rangle+|0,2\rangle$ leaves the derivation of \eqref{contact} unchanged, with $G=G_1+G_2$. Now $B=16.85+29.88\,i$ hartree$^{-1}$, so $\tan(\theta/2)=0.2988/0.8315$ and $\theta=39.5^\circ$, as the zone sum confirms. The M$_0$ edge has acquired part of the M$_1$ shape.

If the attraction acted within the first set alone, the response would be $G_1/(1-gG_1)+G_2$, and the edge would not rotate. The background states must be coupled to the transition, not merely present at the same energy.

Equal dipoles matter. For real dipoles $d_1$, $d_2$ and the same coupled attraction the response is $d_1^2G_1+d_2^2G_2+g(d_1G_1+d_2G_2)^2/(1-gG)$. Its derivative with respect to $G_1$, which multiplies the singular term, is $[d_1+gB_2(d_2-d_1)]^2/(1-gB)^2$, here with $B_2=29.88\,i$ hartree$^{-1}$. A dark continuum, $d_2=0$, still turns the edge, by $39.5^\circ-2\arctan0.2988=6.3^\circ$. For $d_2=-d_1$ the turn is $39.5^\circ-2\arctan0.5976=-22.2^\circ$, backwards although the interaction is attractive.

\subsection{Repulsion, and too much attraction}

At M$_2$ the same $g$ gives $\theta=28.0^\circ$, because $B'=-21.43$ hartree$^{-1}$ enlarges the denominator in \eqref{theta}. A repulsion, $g=-0.01$ hartree, turns M$_1$ by $-28.0^\circ$, towards M$_0$. The equal magnitudes follow from the symmetry of this band. Shifting every $k_ia$ by $\pi$ reverses $E_{\mathbf k}-E_c$, which implies $B(\text{M}_2)=-B(\text{M}_1)^*$. Hence $1+|g|B(\text{M}_1)$ is the complex conjugate of $1-|g|B(\text{M}_2)$.

The upper end of \eqref{cond} is reached at $g^*=1/(B'+B'')$. For M$_1$ this is $1/(21.43+30.31)=0.0193$ hartree, and the zone sum gives a turn of $90.1^\circ$: the saddle point M$_1$ has taken the leading line shape of M$_2$. At $1.2\,g^*$ the turn is $109^\circ$, past M$_2$. The phase alone then no longer tells the number of negative masses, even if the interaction is known to be attractive. If its sign is unknown, smaller turns are ambiguous too: a phase between those of M$_1$ and M$_2$ can come from M$_1$ with attraction or from M$_2$ with repulsion.

\subsection{What an intermediate phase does not prove}

Consider two critical points without interaction, M$_1$ and M$_2$, which belong to different bands or to well-separated parts of the zone, and whose energies differ by much less than the broadening. Each then keeps its own square root, and their singular terms add approximately to $(A_1i^2+A_2i^3)w^{1/2}$, which has the form \eqref{mix} with $\tan\theta=A_2/A_1$. The phase is intermediate although $g=0$. An excitonic reading needs further evidence, such as band energies that exclude the coincidence.

The contact model also leaves out the long range of the Coulomb attraction. It has no hydrogen-like series of bound states below M$_0$ and no Coulomb enhancement of the continuum at threshold. Where these are resolved, a single power law with a constant phase is not an adequate description. Equation \eqref{theta} applies when the attraction is effectively of short range, the coupled states carry the same dipole, and the singular term is a small addition to a smooth coupled background. For M$_1$ this was tested at two photon energies, 0.0009 hartree below and above $E_0$, with $\Gamma=0.0006$ hartree: the local law, with its analytic terms up to the linear one included, differed from the full response by at most 0.8 percent of the singular term. Farther from $E_0$ the error grows, because the first neglected term is of order $w^{3/2}$. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
band centre Ec = 0.20 hartree, b = 0.03 hartree
lattice constant = 10.0 bohr, dipole = 2.0 e bohr
contact attraction g = 0.010 hartree = 0.272 eV
reduced mass size 1/(b a^2) = 0.3333 electron masses
prefactor F = 0.10053 hartree
M0: E0 = 0.11 hartree = 2.993 eV, points = 1
M0: measured exponent = 0.499, phase = 90.01 deg
M0: |amplitude| zone sum = 43.34, formula = 43.32 hartree^-3/2
M0: B = 16.849 + i*(-0.000) hartree^-1
M0: with g, phase turn measured = 0.01, formula = -0.00 deg
M0: with g, amplitude factor = 1.446
M1: E0 = 0.17 hartree = 4.626 eV, points = 3
M1: measured exponent = 0.499, phase = 180.00 deg
M1: |amplitude| zone sum = 130.00, formula = 129.95 hartree^-3/2
M1: B = 21.430 + i*(30.306) hartree^-1
M1: with g, phase turn measured = 42.19, formula = 42.18 deg
M1: with g, amplitude factor = 1.410
M2: E0 = 0.23 hartree = 6.259 eV, points = 3
M2: measured exponent = 0.499, phase = 270.00 deg
M2: |amplitude| zone sum = 130.00, formula = 129.95 hartree^-3/2
M2: B = -21.430 + i*(30.306) hartree^-1
M2: with g, phase turn measured = 28.03, formula = 28.03 deg
M2: with g, amplitude factor = 0.638
M3: E0 = 0.29 hartree = 7.891 eV, points = 1
M3: measured exponent = 0.499, phase = 359.99 deg
M3: |amplitude| zone sum = 43.34, formula = 43.32 hartree^-3/2
M3: B = -16.849 + i*(-0.000) hartree^-1
M3: with g, phase turn measured = 0.01, formula = -0.00 deg
M3: with g, amplitude factor = 0.732
M1 mixing weights: cos = 0.741, sin = 0.672
anisotropic band, largest relative error = 0.0090
M1: pi * counted density = 30.50 hartree^-1
M1 with repulsion g = -0.010 hartree: turn = -28.03 deg
M1 full-turn coupling g* = 0.01933 hartree: turn = 90.07 deg
M1 with 1.2 g*: turn = 108.93 deg
M0 above coupled continuum: B = 16.85 + i*(29.88) hartree^-1
M0 above coupled continuum: turn measured = 39.53, formula = 39.53 deg
M1 local law on real axis, largest error = 0.8 percent of singular term
spectrum near M1: Gamma = 0.0003 hartree, offset = 0.0030 hartree
below M1: Im eps free = 2.348, with g = 3.442
below M1: Re eps free = 3.365, with g = 2.905
at M1: Im eps free = 2.890, with g = 3.985
at M1: Re eps free = 3.270, with g = 2.342
above M1: Im eps free = 3.005, with g = 3.669
above M1: Re eps free = 2.739, with g = 1.712
\end{verbatim}
